# Tracer correlation factor for vacancy diffusion on a simple cubic lattice

**Setting.** In an ion-migration model of a resistive memory, identical ions fill a simple cubic lattice of spacing $a$ except for a small fraction $c$ of vacancies. The vacancies do not interact. Without a field, each vacancy exchanges places with any one of its six neighbouring ions at the same rate $w$. One ion, the tracer, carries a label but is otherwise like the rest. After $n$ tracer jumps its displacement is $\mathbf R$, and the correlation factor is

$$f=\lim_{n\to\infty}\frac{\langle R^2\rangle}{n a^2},$$

in the limit $c\to0$. The algebra is in atomic units, so an ion of unit charge in a field feels a force equal to the field; $kT$ is the thermal energy. Lattice vectors are written in units of $a$. Numerical values are in eV and Å.

## Part (a): from successive jumps to $f$

**Question.** Let $t$ be the mean cosine of the angle between two successive tracer jumps. Express $f$ through $t$, and $t$ through the probabilities that the vacancy which made the last jump also makes the next one.

**Answer.** Write the $i$-th jump as $a\,\mathbf d_i$ with $\mathbf d_i$ a unit vector. Squaring the sum of the jumps gives

$$\langle R^2\rangle=a^2\Big(n+2\sum_{i<j}\langle\mathbf d_i\cdot\mathbf d_j\rangle\Big).$$

Just after jump $i$ the vacancy occupies the site the tracer has left, at $-\mathbf d_i$ relative to the tracer. Let $p_-$ be the probability that this vacancy next exchanges with the tracer from behind, $p_+$ from the front, and $p_s$ from one given side site. The tracer jumps towards the vacancy, so these events have cosines $-1$, $+1$ and $0$. Their total probability is

$$R_{\rm tot}=p_++p_-+4p_s .$$

With probability $1-R_{\rm tot}$ the vacancy escapes for good. Another vacancy then makes the next jump. For $c\to0$ the other vacancies are spread uniformly and independently of $\mathbf d_i$, so by cubic symmetry each direction has probability $1/6$ and the mean cosine of that jump is zero. The chance that another vacancy interferes within any fixed time vanishes with $c$. Hence

$$t=p_+-p_-+(1-R_{\rm tot})\cdot0=p_+-p_- .$$

The fourfold symmetry about $\mathbf d_i$ removes any mean sideways component, so the mean of $\mathbf d_{i+1}$ for given $\mathbf d_i$ is $t\,\mathbf d_i$. Because the host ions are identical, the situation after each jump depends on the last direction alone. Repeating the average $m$ times gives

$$\langle\mathbf d_i\cdot\mathbf d_{i+m}\rangle=t^m .$$

There are $n-m$ pairs at separation $m$, so

$$\frac{\langle R^2\rangle}{na^2}=1+2\sum_{m=1}^{n-1}\Big(1-\frac mn\Big)t^m .$$

In three dimensions $|t|\le R_{\rm tot}<1$. The sum $\sum m\,t^m$ is then finite and its term vanishes as $1/n$, which leaves

$$f=1+\frac{2t}{1-t}=\frac{1+t}{1-t}.$$

Two cases show the meaning. If the vacancy kept no memory of its side, $t=0$ and $f=1$. On a line with a single vacancy, the vacancy must return from behind, so $t=-1$; the tracer alternates between two sites and $f=0$.

## Part (b): the return probabilities

**Question.** Let $G(\mathbf r)$ be the expected number of visits to $\mathbf r$ by a free nearest-neighbour walk that starts at the origin, counting the start. Express $p_-$, $p_+$, $p_s$, $R_{\rm tot}$ and $t$ through $G$.

**Answer.** Put the tracer at the origin after a jump along $+\hat x$. The vacancy starts at $\mathbf s=-\hat x$. Until it steps onto the tracer site the tracer is at rest, and the vacancy walks freely.

Let $H$ be the probability that a free walk from $\mathbf s$ ever reaches the origin. Visits to the origin can occur only after the first arrival, from which $G(0)$ visits are expected. Thus $G(\mathbf s)=H\,G(0)$, or $H=G(\mathbf s)/G(0)$.

Now count visits to a neighbour $\mathbf e$ of the tracer. The free walk makes $G(\mathbf s-\mathbf e)$ of them, of which $H\,G(\mathbf e)$ come after the first arrival at the origin. The number before that arrival is

$$G_0(\mathbf s,\mathbf e)=G(\mathbf s-\mathbf e)-\frac{G(\mathbf s)G(\mathbf e)}{G(0)} .$$

From each such visit the vacancy steps onto the tracer with probability $1/6$. The first arrival happens at most once, so the probabilities for different visits add, and $p_{\mathbf e}=G_0(\mathbf s,\mathbf e)/6$.

Write $G_{lmn}$ for $G$ at $(l,m,n)$. By symmetry $G(\mathbf s)=G(\mathbf e)=G_{100}$. The difference $\mathbf s-\mathbf e$ has length zero for the site behind, is $(-2,0,0)$ for the front, and is of type $(1,1,0)$ for a side site. Therefore

$$p_-=\frac16\Big(G_{000}-\frac{G_{100}^2}{G_{000}}\Big),\qquad p_+=\frac16\Big(G_{200}-\frac{G_{100}^2}{G_{000}}\Big),$$

$$p_s=\frac16\Big(G_{110}-\frac{G_{100}^2}{G_{000}}\Big).$$

Every visit is either the start or follows a step from a neighbour, so

$$G(\mathbf r)=\delta_{\mathbf r,0}+\frac16\sum_{\mathbf e}G(\mathbf r-\mathbf e).$$

At $\mathbf r=0$ this gives $G_{100}=G_{000}-1$. At $\mathbf r=(1,0,0)$ it gives $G_{100}=(G_{000}+G_{200}+4G_{110})/6$. Adding the six return probabilities and using both relations,

$$R_{\rm tot}=G_{100}-\frac{G_{100}^2}{G_{000}}=\frac{G_{100}(G_{000}-G_{100})}{G_{000}}=\frac{G_{100}}{G_{000}}=1-\frac1{G_{000}},$$

which equals $H$, as it must. In the difference $p_+-p_-$ the subtracted terms cancel:

$$t=-\frac{G_{000}-G_{200}}6 .$$

## Part (c): the number

**Question.** Reduce $G$ to a one-dimensional integral and evaluate $f$. Compare with the estimate that keeps only an immediate reversal.

**Answer.** One step multiplies the Fourier transform of the walker's distribution by $\lambda(\mathbf k)=(\cos k_x+\cos k_y+\cos k_z)/3$. Summing $\lambda^n$ over all step numbers $n$ gives

$$G(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\,\frac{e^{i\mathbf k\cdot\mathbf r}}{1-\lambda(\mathbf k)},$$

with each component of $\mathbf k$ running from $-\pi$ to $\pi$. Near $\mathbf k=0$ the integrand grows as $1/k^2$, which is integrable in three dimensions. Insert $1/(1-\lambda)=\int_0^\infty e^{-s(1-\lambda)}ds$. The exponential factorises over the three axes, and each factor is a modified Bessel function, $\frac1{2\pi}\int_{-\pi}^{\pi}e^{(s/3)\cos k+ilk}dk=I_l(s/3)$. Hence

$$G_{lmn}=\int_0^\infty e^{-s}I_l(s/3)\,I_m(s/3)\,I_n(s/3)\,ds .$$

Numerical quadrature gives $G_{000}=1.516386$, $G_{100}=0.516386$, $G_{110}=0.331149$ and $G_{200}=0.257336$. The common subtraction is $0.516386^2/1.516386=0.175849$, so

$$p_-=\frac{1.516386-0.175849}6=0.22342,$$

$$p_+=\frac{0.257336-0.175849}6=0.01358,$$

$$p_s=\frac{0.331149-0.175849}6=0.02588 .$$

The total is $R_{\rm tot}=0.3405$. The mean cosine and the correlation factor follow:

$$t=-\frac{1.516386-0.257336}6=-0.20984,$$

$$f=\frac{1-0.20984}{1+0.20984}=0.6531 .$$

An immediate reversal has probability $1/6$. Keeping it alone gives $t=-1/6$ and $f=(5/6)/(7/6)=5/7\approx0.714$, about 9% above the full value. Longer paths raise $p_-$ from 0.167 to 0.223 and return only a little weight from the front.

The return probabilities can also be found without $G$. The vacancy's probability distribution was propagated from $-\hat x$ for 80 steps, recording the flow into the tracer site from each neighbour. A spreading cloud has a density of order $n^{-3/2}$ near its origin, so the part still missing after $n$ steps falls as $n^{-1/2}$. The sums at $n=39$, 51, 65 and 79 were fitted to a constant plus terms in $n^{-1/2}$, $n^{-3/2}$ and $n^{-5/2}$. The constants are $p_-=0.223424$, $p_+=0.013579$ and $p_s=0.025883$, in agreement with the formulas to within $2\times10^{-5}$.

## Part (d): the escaping vacancy

**Question.** Someone argues that a second jump by the same vacancy requires its return, so that $t$ should be divided by $R_{\rm tot}$. What would this give, and why is it wrong? Support the answer by finding the mean square displacement caused by one vacancy.

**Answer.** Division would give $t/R_{\rm tot}=-0.20984/0.34054=-0.616$ and $f=0.2375$. The ratio $t/R_{\rm tot}$ is the mean cosine over only those histories in which the vacancy happens to return, with the escapes discarded. It is not what a vacancy confined so that it must return would give: such a vacancy comes back from a long excursion with no memory of its side, and part (e) shows that $t$ then hardly changes. In the actual history an escape is followed by an unbiased jump, which enters the average with cosine zero and weight $1-R_{\rm tot}=0.6595$.

Consider one encounter, meaning all $N$ jumps made by one vacancy. After each jump another follows with probability $R_{\rm tot}$, so $P(N\ge i)=R_{\rm tot}^{\,i-1}$ and

$$\langle N\rangle=\sum_{i\ge1}R_{\rm tot}^{\,i-1}=\frac1{1-R_{\rm tot}}=G_{000}=1.516 .$$

Given that jump $i$ occurs, the mean of $\mathbf d_{i+m}$, counted as zero if the encounter has ended, is $t^m\mathbf d_i$ with the undivided $t$. The mean square displacement per encounter is therefore

$$a^2\sum_{i\ge1}P(N\ge i)\Big(1+2\sum_{m\ge1}t^m\Big)=a^2\langle N\rangle\,\frac{1+t}{1-t}=0.990\,a^2 .$$

Different encounters start in independent, unbiased directions, so their cross terms vanish. Dividing by $a^2\langle N\rangle$ recovers $f$. One vacancy thus moves the tracer 1.52 times on average, yet produces slightly less mean square displacement than a single jump.

## Part (e): a finite simulation cell

**Question.** A simulation uses one vacancy in a periodic cube of $M=L^3$ sites, with $L$ odd and at least 5. Find the leading deviation of its correlation factor $f_M$ from $f$.

**Answer.** In a finite box the vacancy returns with certainty and $G$ diverges. Let the vacancy survive each step with probability $z<1$, and take $z\to1$ at the end. The argument of part (b) holds with an extra factor $z$ in each $p_{\mathbf e}$, and the subtracted terms again cancel in $p_+-p_-$. The Fourier integral becomes a sum over the $M$ wave vectors of the box:

$$-t_M=\lim_{z\to1}\frac z{6M}\sum_{\mathbf k}\frac{1-\cos2k_x}{1-z\lambda(\mathbf k)} .$$

For $z<1$ the $\mathbf k=0$ term is zero, so it stays absent in the limit. With $1-\cos2k_x=2\sin^2k_x$ and $1-\lambda=(3-\sum_i\cos k_i)/3$,

$$-t_M=\frac1M\sum_{\mathbf k\ne0}\frac{\sin^2k_x}{3-\cos k_x-\cos k_y-\cos k_z} .$$

For the infinite lattice the sum is replaced by the average over all $\mathbf k$. By cubic symmetry $\sin^2k_x$ may be replaced by $\frac13\sum_i\sin^2k_i$. The summand then has a definite limit at small $k$:

$$\frac{k^2/3}{k^2/2}=\frac23 .$$

A sum that included this value at $\mathbf k=0$ would approach the infinite-lattice average faster than $1/M$: the first direction-dependent term in the summand is of order $k^2$, and with $k\sim1/L$ and a cell weight $1/L^3$ it contributes at order $L^{-5}$. For $L=41$ such a sum gives $0.209842$, equal to $-t$ to the digits shown. The omitted term is therefore the leading difference:

$$t_M\simeq t+\frac2{3M} .$$

Since $df/dt=[(1-t)+(1+t)]/(1-t)^2=2/(1-t)^2$,

$$f_M\simeq f+\frac4{3M(1-t)^2}=f+\frac{0.911}M .$$

The box also allows a test of part (a). The relative position of vacancy and tracer is a Markov chain with $M-1$ states. Its long-time tracer variance follows from linear equations for the sum of all later displacements, without assuming $\langle\mathbf d_i\cdot\mathbf d_{i+m}\rangle=t^m$. The results are $f_M=0.6626$, $0.6561$, $0.6544$ and $0.6538$ for $L=5,7,9,11$. They agree with $(1+t_M)/(1-t_M)$ to within $10^{-9}$. Extrapolating the last two linearly in $1/M$ gives $0.6531$, which also rules out the value $0.2375$ of part (d).

For $L=5$ the product $M(f_M-f)$ is 1.19, so the leading term is not yet accurate; for $L=41$ it is 0.913. These results do not give the concentration dependence of a random vacancy gas, because the periodic images of the vacancy move in step.

## Part (f): drift against spreading

**Question.** A uniform force $F$ along $+x$ acts on every ion, tracer included, and lowers the barrier for an ion jump along $+x$, and raises that for a jump along $-x$, by half the work $Fa$; barriers for sideways jumps are unchanged. Find the tracer drift velocity $v$ and the tracer diffusion coefficient $D^*$ for small $c$. May $v$ be found from $D^*F/kT$? Evaluate for $a=3$ Å, barrier 0.60 eV, attempt frequency $10^{13}$ s$^{-1}$, $kT=0.04$ eV (464 K), $c=10^{-4}$ and $F=0.001$ eV/Å.

**Answer.** Let $u=Fa/kT$. Ions jump into a vacancy along $\pm x$ at rates $we^{\pm u/2}$. A vacancy moves opposite to the ion, with rate $q_{\mathbf d}$ along $\mathbf d$.

Consider the vacancy position $\mathbf r$ relative to the tracer. The total rate out of any position is $\sum_{\mathbf d}q_{\mathbf d}$. Position $\mathbf r$ is entered from $\mathbf r-\mathbf d$ at rate $q_{\mathbf d}$, with one exception: for $\mathbf r=\mathbf d$ the starting point would be the tracer itself. In its place there is the exchange in which a vacancy at $-\mathbf d$ steps onto the tracer site and ends at $+\mathbf d$ relative to the tracer, also at rate $q_{\mathbf d}$. If all positions are equally likely, inflow and outflow balance everywhere. The stationary distribution is thus uniform even in the field, and each neighbour of the tracer is vacant with probability $c$. Hence

$$v=a\,c\,w\,(e^{u/2}-e^{-u/2})=2acw\sinh\frac u2\simeq\frac{D_\sigma F}{kT},\qquad D_\sigma=c\,w\,a^2,$$

where the last form needs $u\ll1$.

Without a field the tracer makes $6cw\tau$ jumps in time $\tau$. Equating $\langle R^2\rangle=6D^*\tau$ with $f\,a^2\,6cw\tau$ gives

$$D^*=f\,c\,w\,a^2=f\,D_\sigma .$$

Correlation reduces the spreading but not the drift, so $D^*F/kT$ is too small by the factor $f$. The argument requires the force to act on the host ions as well; with a force on the tracer alone, the exchange rate would differ from $q_{\mathbf d}$ and the balance would fail. For one vacancy in the $7^3$ box with $u=0.001$, the computed drift equals the uncorrelated value to six digits, while $D^*F/(kT\,v)=0.6561$, the correlation factor of that box.

For the stated parameters,

$$w=10^{13}\,e^{-15}\ \mathrm{s^{-1}}=3.06\times10^6\ \mathrm{s^{-1}},$$

$$D_\sigma=10^{-4}\times3.06\times10^6\times9=2.75\times10^3\ \text{Å}^2/\mathrm s,$$

$$D^*=0.6531\,D_\sigma=1.80\times10^3\ \text{Å}^2/\mathrm s=1.80\times10^{-13}\ \mathrm{cm^2/s},$$

$$v=\frac{2.75\times10^3\times0.001}{0.04}=68.8\ \text{Å}/\mathrm s .$$

Using $D^*$ for the drift would give 45.0 Å/s, 35% below the true model value. Here $u=0.075$, so the linear form is adequate. In one second the tracer drifts 69 Å, and its root-mean-square spread along $x$, taken with the zero-field $D^*$ (adequate at this small $u$, but not once $u$ approaches 1, where the field itself increases the spreading along $x$), is $\sqrt{2D^*\times1\,\mathrm s}=60$ Å.

**Relation to devices.** The oxygen sublattice of cubic fluorite oxides is simple cubic, so the geometry is not artificial, but the parameters above are model values with a positive unit charge. One volt across 10 nm of oxide gives a force of 0.01 eV/Å per unit charge, and across 1 nm it gives 0.1 eV/Å; both are far above the value used here. The larger one, 10 MV/cm, exceeds the bulk breakdown field of many high-permittivity oxides and serves only as an extreme case. At 0.1 eV/Å, with the other parameters fixed, $u=7.5$ and the drift exceeds the linear law by $\sinh(3.75)/3.75\approx5.7$. Current heating also speeds the motion: raising $kT$ from 0.04 to 0.05 eV at fixed barrier multiplies $w$ by $e^3\approx20$. The drift at small field gains a factor of about 16, since $u$ falls as $1/kT$. The drift formula also assumes an unbounded or periodic lattice with a steady ion current; between ion-blocking electrodes the vacancies pile up and the drift dies out. A device film may be amorphous, and its conducting filaments can be rich in vacancies. Unequal barriers and vacancy interactions then change $f$ itself, by an amount this model does not supply. The numerical output below lists the main computed values.

## Numbers as computed

```
G(0,0,0), expected visits: 1.516386
G(1,0,0), expected visits: 0.516386
G(1,1,0), expected visits: 0.331149
G(2,0,0), expected visits: 0.257336
return probability from behind: 0.223423
return probability from front: 0.013581
return probability from one side site: 0.025883
total return probability R: 0.340537
escape probability 1-R: 0.659463
mean cosine t: -0.209842
correlation factor f: 0.653109
false f if t is divided by R: 0.2375
steps propagated explicitly: 80
p_back from propagation, extrapolated: 0.223424
p_front from propagation, extrapolated: 0.013579
p_side from propagation, extrapolated: 0.025883
t from propagation, extrapolated: -0.209845
-t from zone average, mesh 41^3: 0.209842
f, one vacancy in periodic box 5^3: 0.662636
f, one vacancy in periodic box 7^3: 0.656084
f, one vacancy in periodic box 9^3: 0.654439
f, one vacancy in periodic box 11^3: 0.653821
f extrapolated from two largest boxes: 0.65307
predicted (f_box - f) times site number: 0.9109
same from zone sum, box 41^3: 0.9134
Einstein ratio D*/(kT mobility), box 7^3: 0.656084
tracer drift / uncorrelated drift, box 7^3: 1.000000
spacing a: 3.0 angstrom
barrier: 0.60 eV
attempt frequency: 1.0e+13 1/s
thermal energy kT: 0.040 eV
temperature: 464.2 K
vacancy fraction c: 1.0e-04
force on ion: 0.0010 eV/angstrom
force times spacing over kT: 0.0750
vacancy rate w to one neighbour: 3.0590e+06 1/s
ion jump rate 6cw: 1835.4 1/s
charge diffusion coefficient: 2753.1 angstrom^2/s
tracer diffusion coefficient: 1798.1 angstrom^2/s
tracer diffusion coefficient: 1.798e-13 cm^2/s
drift velocity: 68.83 angstrom/s
false drift velocity using D*: 44.95 angstrom/s
drift in 1 s: 68.83 angstrom
rms spread along x in 1 s: 59.97 angstrom
```
